**Hall coefficient peak for two parallel electron bands**

For a fixed density n shared between a conduction and an impurity band with mobility ratio b, the weak-field Hall coefficient peaks at equal conductivities, with height P = (b+1)²/(4b) relative to the plateau 1/(ne). The program builds the conductivity tensor of each band from its drift equation, adds and inverts the tensors, and asserts the position and height of the numerical maximum for four values of b. It also asserts the finite-field formula, the inversion for b and its error law, the donor statistics, the peak condition for a temperature-dependent b, and the Hall factors for energy-dependent scattering and ellipsoidal valleys. For the chosen readings, P = 3 gives b = 9.90, with mobilities of 1362 and 138 cm²/Vs. Changing the conduction-band Hall factor moves the inferred b between 4.5 and 12.9. The collision broadening is about 6 times kT at the peak, so the mobilities are effective parameters.

## Numerical verification

```python
"""Hall coefficient of electrons shared between a conduction and an impurity band.

Result under test: at fixed total density n and mobility ratio b = mu_c/mu_i,
the weak-field |R| is largest when both bands conduct equally, and there
|R| n e = (b+1)^2/(4b).  Inversion: b = (sqrt(P)+sqrt(P-1))^2, P = peak/plateau.
Symbols: x = n_c/n (carrier share), s = sigma_c/sigma (conductivity share),
r_c, r_i = Hall factors of the two bands.  Dimensionless tests use e = n = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

e, hbar, m0, kB = const.e, const.hbar, const.m_e, const.k
kB_eV = kB / e


def hall_tensor(charge_densities, mobilities, field):
    """|R| from the drift equation of each band: add tensors, invert."""
    sigma = np.zeros((2, 2))
    for q, mu in zip(charge_densities, mobilities):
        drift = np.array([[1.0, mu * field], [-mu * field, 1.0]])
        sigma += q * mu * np.linalg.inv(drift)
    return -np.linalg.inv(sigma)[1, 0] / field


def tensor_peak(b):
    """Numerical maximum over x of the tensor result, n = mu_i = 1."""
    field = 1e-4 / max(b, 1.0)
    res = minimize_scalar(lambda x: -hall_tensor((x, 1 - x), (b, 1.0), field),
                          bounds=(0, 1), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, -res.fun


def ratio_from_peak(P):
    return (np.sqrt(P) + np.sqrt(P - 1)) ** 2


def enhancement(s, b):
    return 1 + s * (1 - s) * (b - 1) ** 2 / b


# Weak-field and finite-field laws against the tensor
for b in (0.3, 2.0, 9.0, 60.0):
    for x in (0.03, 0.2, 0.7):
        s = x * b / (x * b + 1 - x)
        weak = hall_tensor((x, 1 - x), (b, 1.0), 1e-4 / max(b, 1))
        assert abs(weak / enhancement(s, b) - 1) < 1e-6
        in_x = (1 + (b**2 - 1) * x) / (1 + (b - 1) * x) ** 2
        assert abs(weak / in_x - 1) < 1e-6
        for B in (0.05, 0.8, 5.0):
            top = x * b**2 + 1 - x + b**2 * B**2
            bottom = (x * b + 1 - x) ** 2 + b**2 * B**2
            assert abs(hall_tensor((x, 1 - x), (b, 1.0), B)
                       / (top / bottom) - 1) < 1e-9
    # Position and height of the maximum
    x_peak, height = tensor_peak(b)
    assert abs(x_peak * (b + 1) - 1) < 1e-4
    assert abs(x_peak * b / (1 - x_peak) - 1) < 1e-4
    assert abs(height / ((b + 1) ** 2 / (4 * b)) - 1) < 1e-6

# Worked example: chosen round readings in SI
R_plateau, R_peak, rho_peak = 62.5e-6, 187.5e-6, 0.25e-2
P = R_peak / R_plateau
n = 1 / (e * R_plateau)
b0 = ratio_from_peak(P)


def numeric_ratio(target):
    return brentq(lambda b: tensor_peak(b)[1] - target, 1.5, 100, xtol=1e-9)


assert abs(numeric_ratio(P) / b0 - 1) < 1e-5
slope = (np.log(numeric_ratio(1.01 * P)) - np.log(numeric_ratio(0.99 * P))) \
    / (0.02 * P)
assert abs(slope * np.sqrt(P * (P - 1)) - 1) < 1e-3
error_b = 0.05 * P / np.sqrt(P * (P - 1))

mean_mobility = R_peak / rho_peak
mu_i = 2 * mean_mobility / (b0 + 1)
mu_c = b0 * mu_i
x0 = 1 / (b0 + 1)
n_c = n * x0
charges = (e * n_c, e * (n - n_c))
assert abs(hall_tensor(charges, (mu_c, mu_i), 1e-3) / R_peak - 1) < 1e-5
assert abs((charges[0] * mu_c + charges[1] * mu_i) * rho_peak - 1) < 1e-9
drop = {B: 1 - hall_tensor(charges, (mu_c, mu_i), B) / R_peak
        for B in (0.1, 1.0)}

# Carrier statistics of a compensated donor level, rough germanium masses
m_l, m_t, valleys, g_donor = 1.6, 0.08, 4, 2
activation, N_A = 0.004, 5e21
m_dos = (valleys**2 * m_l * m_t**2) ** (1 / 3)
m_cond = 3 / (1 / m_l + 2 / m_t)


def band_density(T):
    return 2 * (m_dos * m0 * kB * T / (2 * np.pi * hbar**2)) ** 1.5


def carrier_share(T):
    Q = band_density(T) / g_donor * np.exp(-activation / (kB_eV * T))
    return 2 * Q / (N_A + Q + np.sqrt((N_A + Q) ** 2 + 4 * n * Q))


def conductivity_share(T, b):
    x = carrier_share(T)
    return x * b / (x * b + 1 - x)


def sweep_peak(ratio, low, high):
    res = minimize_scalar(
        lambda T: -enhancement(conductivity_share(T, ratio(T)), ratio(T)),
        bounds=(low, high), method="bounded", options={"xatol": 1e-9})
    assert low + 0.1 < res.x < high - 0.1
    return res.x, -res.fun


T0, P_fixed = sweep_peak(lambda T: b0, 3, 60)
assert abs(conductivity_share(T0, b0) - 0.5) < 1e-4
assert abs(P_fixed / P - 1) < 1e-6


def neutral_share(T, fermi):
    """Carrier share from charge neutrality, Boltzmann or Fermi statistics."""
    def electrons(eta):
        if not fermi:
            return band_density(T) * np.exp(eta)
        integral = quad(lambda t: 2 * t * t / (1 + np.exp(t * t - eta)), 0, 8)[0]
        return band_density(T) * 2 / np.sqrt(np.pi) * integral

    def excess(eta):
        ionized = (n + N_A) / (1 + g_donor * np.exp(eta + activation
                                                    / (kB_eV * T)))
        return (electrons(eta) + N_A - ionized) / n
    return electrons(brentq(excess, -30, 5, xtol=1e-13)) / n


assert abs(neutral_share(T0, False) / carrier_share(T0) - 1) < 1e-8
fermi_shift = neutral_share(T0, True) / carrier_share(T0) - 1


# Mobility ratio growing with temperature
def b_moving(T):
    return b0 * (T / T0) ** 1.5


T1, P1 = sweep_peak(b_moving, 6, 60)
s1 = conductivity_share(T1, b_moving(T1))


def log_slope(function):
    h = 1e-4
    return (np.log(function(T1 * np.exp(h)))
            - np.log(function(T1 * np.exp(-h)))) / (2 * h)


def odds(T):
    s = conductivity_share(T, b_moving(T))
    return s / (1 - s)


slope_G = log_slope(lambda T: (b_moving(T) - 1) ** 2 / b_moving(T))
assert abs((2 * s1 - 1) - slope_G / log_slope(odds)) < 1e-4
b_read = ratio_from_peak(P1)
assert b_read < b_moving(T1)

# Hall factor for relaxation time proportional to energy^(3/2)
norm = quad(lambda u: u**1.5 * np.exp(-u), 0, np.inf)[0]
tau1 = quad(lambda u: u**3 * np.exp(-u), 0, np.inf)[0] / norm
tau2 = quad(lambda u: u**4.5 * np.exp(-u), 0, np.inf)[0] / norm
r_scatter = tau2 / tau1**2
assert abs(r_scatter / (gamma(5.5) * gamma(2.5) / gamma(4) ** 2) - 1) < 1e-6

# Anisotropy factor from four ellipsoidal valleys along cube diagonals
small_B = 1e-5
lorentz = small_B * np.array([[0, 1, 0], [-1, 0, 0], [0, 0, 0]], float)
sigma_valleys = np.zeros((3, 3))
for axis in ((1, 1, 1), (1, 1, -1), (1, -1, 1), (-1, 1, 1)):
    u = np.array(axis) / np.sqrt(3)
    mass = m_t * np.eye(3) + (m_l - m_t) * np.outer(u, u)
    sigma_valleys += np.linalg.inv(mass + lorentz) / 4
r_valley = -np.linalg.inv(sigma_valleys)[1, 0] / small_B
K = m_l / m_t
assert abs(r_valley / (3 * K * (K + 2) / (2 * K + 1) ** 2) - 1) < 1e-5


# Inversion when the Hall factors differ from one
def factor_peak(b, r_c, r_i):
    res = minimize_scalar(
        lambda s: -(r_c * s * b + r_i * (1 - s)) * (s / b + 1 - s),
        bounds=(0, 1), method="bounded", options={"xatol": 1e-10})
    return res.x, -res.fun


def ratio_with_factors(r_c, r_i, plateau):
    b = brentq(lambda v: factor_peak(v, r_c, r_i)[1] / plateau - P, 2, 100)
    A, D = r_c * b**2 - r_i, b - 1
    assert abs(A**2 / (4 * D * (A - D * r_i)) / (plateau * P) - 1) < 1e-7
    return b, factor_peak(b, r_c, r_i)[0]


b_scatter, s_scatter = ratio_with_factors(r_scatter, 1.0, 1.0)
b_valley, _ = ratio_with_factors(r_valley, 1.0, 1.0)
b_both, _ = ratio_with_factors(r_scatter * r_valley, 1.0, 1.0)
b_silent, _ = ratio_with_factors(1.0, 0.0, 1.0)
b_hole, _ = ratio_with_factors(1.0, -1.0, 1.0)

# Other limits of the model
ratio_77 = enhancement(conductivity_share(77, b0), b0)
ratio_4 = enhancement(conductivity_share(4, b0), b0)
b_77 = ratio_from_peak(P / ratio_77)
gap = 0.66
intrinsic = band_density(300) * np.exp(-gap / (2 * kB_eV * 300))
broadening = hbar / (mu_c * m_cond * m0)

print(f"input plateau |R|: {R_plateau*1e6:.1f} cm3/C")
print(f"input peak |R|: {R_peak*1e6:.1f} cm3/C")
print(f"input resistivity at peak: {rho_peak*100:.2f} ohm cm")
print(f"peak ratio P: {P:.3f}")
print(f"total density n: {n*1e-6:.3e} cm^-3")
print(f"volume per carrier 1/n: {1e30/n:.3e} angstrom^3")
print(f"mobility ratio b: {b0:.3f}; other root 1/b: {1/b0:.4f}")
print(f"error of b for 5 percent error of P: {100*error_b:.1f} percent")
print(f"mean mobility |R|/rho at peak: {mean_mobility*1e4:.0f} cm2/Vs")
print(f"conduction-band mobility: {mu_c*1e4:.0f} cm2/Vs")
print(f"impurity-band mobility: {mu_i*1e4:.0f} cm2/Vs")
print(f"conduction-band carrier share at peak: {x0:.4f}")
print(f"conduction-band density at peak: {n_c*1e-6:.3e} cm^-3")
print(f"conductivity of each band: {charges[0]*mu_c/100:.3f} and "
      f"{charges[1]*mu_i/100:.3f} S/cm")
print(f"input activation energy: {activation:.4f} eV")
print(f"input acceptor density: {N_A*1e-6:.1e} cm^-3; donor g: {g_donor}")
print(f"rough masses m_l, m_t: {m_l}, {m_t} m_e; valleys: {valleys}")
print(f"density-of-states mass: {m_dos:.3f} m_e")
print(f"conductivity mass: {m_cond:.3f} m_e")
print(f"peak temperature, fixed b: {T0:.2f} K")
print(f"kT at peak: {kB_eV*T0:.5f} eV")
print(f"|R|/R0 at 4 K, fixed b: {ratio_4:.4f}")
print(f"|R|/R0 at 77 K, fixed b: {ratio_77:.3f}")
print(f"b if 77 K value is taken as plateau: {b_77:.2f}")
for B, value in drop.items():
    print(f"drop of peak |R| at {B:.1f} T: {100*value:.3f} percent")
print(f"Hall factor, tau ~ E^(3/2): {r_scatter:.3f}")
print(f"Hall factor, valley anisotropy: {r_valley:.3f}")
print(f"b with scattering factor, low-T plateau: {b_scatter:.2f}")
print(f"conductivity share s at that peak: {s_scatter:.3f}")
print(f"b with valley factor, low-T plateau: {b_valley:.2f}")
print(f"b with both factors, low-T plateau: {b_both:.2f}")
print(f"b if r_i = 0, high-T plateau: {b_silent:.2f}")
print(f"b if r_i = -1, high-T plateau: {b_hole:.2f}")
print(f"peak temperature, b ~ T^(3/2): {T1:.2f} K")
print(f"peak ratio, b ~ T^(3/2): {P1:.3f}")
print(f"conductivity share s at that peak: {s1:.3f}")
print(f"true b there: {b_moving(T1):.2f}; b read from peak: {b_read:.2f}")
print(f"Fermi-statistics change of x at {T0:.2f} K: "
      f"{100*fermi_shift:.2f} percent")
print(f"input rough gap: {gap:.2f} eV")
print(f"intrinsic density at 300 K, N_v set to N_c: {intrinsic*1e-6:.1e} cm^-3")
print(f"collision broadening hbar/tau: {broadening:.5f} eV")
print(f"broadening / kT at peak: {broadening/(kB_eV*T0):.2f}")
print(f"broadening / activation energy: {broadening/activation:.2f}")
print("every check passed")
```

Running it gives:

```
input plateau |R|: 62.5 cm3/C
input peak |R|: 187.5 cm3/C
input resistivity at peak: 0.25 ohm cm
peak ratio P: 3.000
total density n: 9.986e+16 cm^-3
volume per carrier 1/n: 1.001e+07 angstrom^3
mobility ratio b: 9.899; other root 1/b: 0.1010
error of b for 5 percent error of P: 6.1 percent
mean mobility |R|/rho at peak: 750 cm2/Vs
conduction-band mobility: 1362 cm2/Vs
impurity-band mobility: 138 cm2/Vs
conduction-band carrier share at peak: 0.0918
conduction-band density at peak: 9.163e+15 cm^-3
conductivity of each band: 2.000 and 2.000 S/cm
input activation energy: 0.0040 eV
input acceptor density: 5.0e+15 cm^-3; donor g: 2
rough masses m_l, m_t: 1.6, 0.08 m_e; valleys: 4
density-of-states mass: 0.547 m_e
conductivity mass: 0.117 m_e
peak temperature, fixed b: 13.27 K
kT at peak: 0.00114 eV
|R|/R0 at 4 K, fixed b: 1.0011
|R|/R0 at 77 K, fixed b: 1.183
b if 77 K value is taken as plateau: 8.02
drop of peak |R| at 0.1 T: 0.004 percent
drop of peak |R| at 1.0 T: 0.373 percent
Hall factor, tau ~ E^(3/2): 1.933
Hall factor, valley anisotropy: 0.785
b with scattering factor, low-T plateau: 4.50
conductivity share s at that peak: 0.578
b with valley factor, low-T plateau: 12.90
b with both factors, low-T plateau: 6.11
b if r_i = 0, high-T plateau: 10.90
b if r_i = -1, high-T plateau: 11.74
peak temperature, b ~ T^(3/2): 16.27 K
peak ratio, b ~ T^(3/2): 3.373
conductivity share s at that peak: 0.709
true b there: 13.44; b read from peak: 11.40
Fermi-statistics change of x at 13.27 K: -1.91 percent
input rough gap: 0.66 eV
intrinsic density at 300 K, N_v set to N_c: 2.9e+13 cm^-3
collision broadening hbar/tau: 0.00726 eV
broadening / kT at peak: 6.35
broadening / activation energy: 1.81
every check passed
```
